# Singles Corrections for Helium with PBE Orbitals Compared with Self-Consistent Hartree-Fock

## Problem

A random-phase-approximation energy is often evaluated with orbitals from a density functional. Its exchange-only part is then the Hartree-Fock (HF) functional evaluated with orbitals that do not minimize it, and single excitations are added to repair this. The exercise examines the repair for the helium atom with orbitals of the PBE functional.

Use Hartree atomic units, a fixed nucleus, no relativity, and real orbitals. The Hamiltonian is $H=h(1)+h(2)+1/r_{12}$ with $h=-\tfrac12\nabla^2-2/r$. The normalized occupied PBE orbital is $\varphi_0$, the PBE virtual orbitals are $\varphi_a,\varphi_b$, and the PBE orbital energies are $\varepsilon_0,\varepsilon_a$. Two-electron integrals are written

$$(pq|rs)=\iint \frac{\varphi_p(\mathbf r_1)\varphi_q(\mathbf r_1)\,\varphi_r(\mathbf r_2)\varphi_s(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

For the numbers, expand the orbitals in 20 s-type Gaussians with exponents $0.030\times2^k$ bohr$^{-2}$, $k=0,\dots,19$.

1. Evaluate the HF functional with $\varphi_0$ and compare it with the self-consistent HF energy.
2. Derive and evaluate the second-order singles correction (SE).
3. Replace the PBE zeroth-order operator by the diagonal blocks of the Fock operator. Derive and evaluate the resulting renormalized singles correction (rSE).
4. Expand the HF functional to second order in a change of the orbital. Which term does rSE leave out?
5. Add each correction to the HF functional, compare with the self-consistent HF energy, and explain the deviations.

## Solution

### 1. The Hartree-Fock functional

Both electrons occupy $\varphi_0$ with opposite spins, so the spatial wave function is $\Phi_0=\varphi_0(1)\varphi_0(2)$. Its energy expectation value is

$$E_{\rm HF}[\varphi_0]=2h_{00}+(00|00).$$

The density is $\rho=2\varphi_0^2$, so the Hartree energy is $\tfrac12\cdot4\,(00|00)=2(00|00)$. The exchange energy must therefore be $-(00|00)$: it removes the repulsion of each electron with itself.

For an s orbital put $\varphi_0=u(r)/(\sqrt{4\pi}\,r)$ with $\int_0^\infty u^2dr=1$. The kinetic energy of two electrons is $-\int uu''dr=\int u'^2dr$, by partial integration with $u(0)=u(\infty)=0$. The nuclear attraction is $-4\int u^2/r\,dr$. The angular average of $1/r_{12}$ is the inverse of the larger radius, and the two orderings of the radii contribute equally, so

$$(00|00)=2\int_0^\infty \frac{u(r)^2}{r}\int_0^r u(r')^2\,dr'\,dr .$$

The PBE orbital gives, in hartree,

| part | energy (Ha) |
|---|---|
| kinetic | 2.855946 |
| nuclear attraction | −6.729455 |
| Hartree | 2.026737 |
| exchange | −1.013368 |
| sum | −2.860141 |

(The rounded entries add up to −2.860140, one unit less in magnitude in the last digit. The kinetic and nuclear entries are those of this basis; in the complete-basis limit they shift by about $+2\times10^{-6}$ and $-3\times10^{-6}$ Ha, while the sum and the PBE total energy shift by about $5\times10^{-7}$ Ha.) The PBE total energy, −2.892934 Ha, is a different quantity: it contains the PBE exchange-correlation energy in place of the exchange energy above.

The self-consistent HF energy is the minimum of this same functional over normalized orbitals, here −2.861680 Ha. The functional at $\varphi_0$ must lie above it, and the lowering that a correction should supply is

$$\Delta=E_{\rm SCF}-E_{\rm HF}[\varphi_0]=-2.861680+2.860141=-0.001539\ \text{Ha}.$$

### 2. The singles correction

Define the operators $J$ and $K$ by $J_{pq}=(00|pq)$ and $K_{pq}=(0p|0q)$. The Fock operator built from $\varphi_0$ is $F=h+2J-K$. Since $J_{a0}=K_{a0}=(00|a0)$,

$$f_a\equiv F_{a0}=h_{a0}+(00|a0).$$

$\Phi_0$ is a spin singlet, so it couples to the singlet single excitation $S_a=[\varphi_a(1)\varphi_0(2)+\varphi_0(1)\varphi_a(2)]/\sqrt2$. The two terms of $S_a$ contribute equally. In the first, $h(2)$ drops out because $\langle\varphi_a|\varphi_0\rangle=0$. Hence

$$\langle S_a|H|\Phi_0\rangle=\frac{2}{\sqrt2}\,\bigl[h_{a0}+(a0|00)\bigr]=\sqrt2\,f_a .$$

The PBE orbitals diagonalize $h+2J+v_{xc}$, so $(h+2J)_{a0}=-(v_{xc})_{a0}$ and

$$f_a=\langle a|-K-v_{xc}|0\rangle .$$

The coupling measures how far the PBE potential differs from HF exchange when acting on the occupied orbital. It vanishes if $\varphi_0$ is the HF orbital. Both operators are spherically symmetric and $\varphi_0$ is an s orbital, so $f_a$ is nonzero for s virtuals only, and an s basis suffices.

Now take the sum of the two one-electron PBE operators as the zeroth-order Hamiltonian $H_0$. The zeroth- and first-order energies add up to $\langle\Phi_0|H|\Phi_0\rangle=E_{\rm HF}[\varphi_0]$, which is why the correction belongs on top of the HF functional. The zeroth-order energies of $\Phi_0$ and $S_a$ are $2\varepsilon_0$ and $\varepsilon_0+\varepsilon_a$. The singles part of the second-order energy is therefore

$$E_{\rm SE}=\sum_a\frac{(\sqrt2 f_a)^2}{2\varepsilon_0-\varepsilon_0-\varepsilon_a}=-2\sum_a\frac{f_a^2}{\varepsilon_a-\varepsilon_0}=-0.001765\ \text{Ha}.$$

Double excitations also enter at second order; they describe electron correlation and are not part of this comparison. The formula diverges if a gap $\varepsilon_a-\varepsilon_0$ closes while $f_a$ stays away from zero.

### 3. The renormalized singles correction

Keep $\Phi_0$ as reference, but build $H_0$ from the occupied-occupied and virtual-virtual blocks of $F$. The occupied level becomes $F_{00}$. The virtual levels $\lambda_k$ follow from diagonalizing the virtual block, $\sum_bF_{ab}U_{bk}=\lambda_kU_{ak}$, and the couplings become $\tilde f_k=\sum_aU_{ak}f_a$. The argument of part 2 then gives

$$E_{\rm rSE}=-2\sum_k\frac{\tilde f_k^{\,2}}{\lambda_k-F_{00}}=-2f^{T}A^{-1}f,\qquad A_{ab}=F_{ab}-F_{00}\delta_{ab}.$$

The second form holds because $A=U\,\mathrm{diag}(\lambda_k-F_{00})\,U^T$. The result is −0.001262 Ha.

**Relation to SE.** Write $A=D+W$, where $D$ is the diagonal matrix of PBE gaps $\varepsilon_a-\varepsilon_0$. Then $A^{-1}=(1+D^{-1}W)^{-1}D^{-1}$, and the geometric series gives

$$E_{\rm rSE}=-2f^TD^{-1}f+2f^TD^{-1}WD^{-1}f-\dots$$

The first term is $E_{\rm SE}$. So rSE already contains SE, and adding both would count it twice. The series converges if all eigenvalues of $D^{-1}W$ are smaller than one in magnitude; the largest magnitude here is 0.655. Two terms give −0.000986 Ha, so the second term overcorrects and the higher ones matter. The inverse $A^{-1}$ itself needs no series.

**Physical meaning.** Let the orbital relax in the fixed operator $F$. For an eigenvector $\varphi_0+\sum_at_a\varphi_a$ with eigenvalue $\lambda$, the occupied and virtual rows of the eigenvalue equation read

$$F_{00}+f^Tt=\lambda,\qquad f+F_{vv}t=\lambda t,$$

where $F_{vv}$ is the virtual block. The second row gives $t=-(F_{vv}-\lambda)^{-1}f$. With $\delta=F_{00}-\lambda$ we have $F_{vv}-\lambda=A+\delta$, and the first row becomes

$$\delta=f^T(A+\delta)^{-1}f=f^TA^{-1}f-\delta\,f^TA^{-2}f+\dots$$

Since $\delta$ is of second order in $f$, the last term is of fourth order. For two electrons the lowering $-2\delta$ thus equals $E_{\rm rSE}$ up to a relative difference $f^TA^{-2}f=|A^{-1}f|^2$. The norm $|A^{-1}f|$ is 0.01847, so this difference is about $3\times10^{-4}$. Direct diagonalization of $F$ gives −0.001261 Ha, as expected. Renormalized singles therefore describe relaxation of the orbital in a frozen Fock field, measured as twice the drop of the Fock eigenvalue. This is not the HF energy of the relaxed orbital: the HF functional evaluated with $t=-A^{-1}f$ lies 0.00148 Ha below $E_{\rm HF}[\varphi_0]$, because it also contains the response term of part 4.

### 4. The second-order expansion of the functional

In the true minimization the Fock field changes with the orbital. Let

$$\varphi=\frac{\varphi_0+\chi}{\sqrt{1+\tau}},\qquad \chi=\sum_at_a\varphi_a,\qquad \tau=\sum_at_a^2 .$$

An index $\chi$ on a matrix element or integral means that $\chi$ takes the place of an orbital. To second order in $t$, the one-electron energy is

$$2\langle\varphi|h|\varphi\rangle=2h_{00}+4h_{0\chi}+2h_{\chi\chi}-2\tau h_{00}.$$

For the repulsion, insert $(\varphi_0+\chi)^2=\varphi_0^2+2\varphi_0\chi+\chi^2$ for both electrons and divide by $(1+\tau)^2\approx1+2\tau$:

$$(00|00)+4(00|0\chi)+2(00|\chi\chi)+4(0\chi|0\chi)-2\tau(00|00).$$

The first-order terms add up to $4[h_{0\chi}+(00|0\chi)]=4f^Tt$. In the second-order terms, eliminate $h$ with

$$h_{\chi\chi}=F_{\chi\chi}-2(00|\chi\chi)+(0\chi|0\chi),\qquad h_{00}=F_{00}-(00|00).$$

The terms with $\tau(00|00)$ cancel. The coefficient of $(00|\chi\chi)$ is $-4+2=-2$, and that of $(0\chi|0\chi)$ is $2+4=6$. Hence

$$E_{\rm HF}[\varphi]=E_{\rm HF}[\varphi_0]+4f^Tt+2t^T(A+C)t+O(t^3),$$

$$C_{ab}=3(0a|0b)-(00|ab).$$

Setting the derivative $4f+4(A+C)t$ to zero gives $t=-(A+C)^{-1}f$. Inserting this yields

$$E_{\rm quad}=-4f^T(A+C)^{-1}f+2f^T(A+C)^{-1}f=-2f^T(A+C)^{-1}f,$$

which is the minimum of the quadratic form if $A+C$ is positive definite. Its value is −0.001534 Ha, within 0.4 % of $\Delta$. Without $C$ the same steps give $E_{\rm rSE}$.

The omitted matrix is the response of the Fock field. When $\varphi_0$ changes by $\chi$, the part $2J$ of $F_{a0}$ changes by $4(0\chi|a0)$, since either factor of $\varphi_0^2$ can change. The part $-K$ changes by $-(\chi a|00)-(0a|\chi0)$. The sum is $3(0a|0\chi)-(00|a\chi)$, which is $\sum_bC_{ab}t_b$.

### 5. Comparison with self-consistent Hartree-Fock

The two corrected energies are

$$E_{\rm HF}[\varphi_0]+E_{\rm SE}=-2.860141-0.001765=-2.861906\ \text{Ha},$$

$$E_{\rm HF}[\varphi_0]+E_{\rm rSE}=-2.86014-0.00126=-2.86140\ \text{Ha}.$$

Their deviations from the self-consistent energy are

| added to the HF functional | deviation (Ha) | deviation (meV) |
|---|---|---|
| nothing | +0.001539 | +41.9 |
| SE | −0.000226 | −6.2 |
| rSE | +0.000277 | +7.5 |
| quadratic estimate | +0.000005 | +0.1 |

A second basis and integration grid change the HF functional, SE, rSE and the self-consistent energy by less than $10^{-6}$ Ha, so the SE and rSE deviations are not basis errors. SE recovers 115 % of $\Delta$ and rSE 82 %. The sum with SE lies below the HF minimum. This contradicts nothing, because a second-order energy is not the expectation value of a determinant and carries no bound.

**Why the signs differ.** Let $d$ be the unit vector along the rSE orbital change $t=-A^{-1}f$. Along $d$ the coupling is $f^Td=-0.03415$ Ha. If the orbital may change along $d$ alone, each of the three estimates has the form $-2(f^Td)^2/g$, where $g$ is the expectation value along $d$ of the matrix $D$, $A$ or $A+C$. With $2(f^Td)^2=0.002333$ Ha$^2$:

| matrix | $g$ (Ha) | $-2(f^Td)^2/g$ (Ha) | full estimate (Ha) |
|---|---|---|---|
| $D$ (SE) | 1.364 | −0.00171 | −0.001765 |
| $A$ (rSE) | 1.849 | −0.00126 | −0.001262 |
| $A+C$ | 1.530 | −0.00153 | −0.001534 |

The row for $A$ is exact by construction, because $d$ points along $A^{-1}f$ and so $(f^Td)^2/(d^TAd)=f^TA^{-1}f$. The other two rows are approximations, and the values of $g$ belong to this choice of $d$. Even so, this one direction reproduces the order of the three estimates and most of their differences. The curvature that governs the true relaxation lies between the two gaps: the PBE gap is too small, so SE overshoots, and the Fock gap is too large, so rSE falls short.

The Fock gap is too large because $C$ is negative along $d$: its exchange part is $+0.107$ Ha and its Coulomb part $-0.427$ Ha, together $-0.320$ Ha. The origin of the sign can be read from

$$(F+C)_{\chi\chi}=h_{\chi\chi}+(00|\chi\chi)+2(0\chi|0\chi).$$

In $F$ alone, a virtual orbital feels the repulsion of both electrons, reduced by the exchange term $K$. An electron that relaxes within the atom is repelled by the one other electron, plus a smaller term from the joint change of both.

The PBE gap is smaller than the Fock gap by $1.849-1.364=0.486$ Ha (from unrounded values). Of this, $\varepsilon_0-F_{00}=-0.579+0.923=0.344$ Ha comes from the occupied level, which lies deeper in the Fock operator. The remaining 0.142 Ha comes from the virtual side, where the Fock operator lies higher along $d$.

**Which error is systematic.** Let the starting orbital approach the HF orbital. Then $f$ tends to zero, and both $\Delta$ and $E_{\rm rSE}$ vanish quadratically. Their ratio tends to that of $f^TA^{-1}f$ and $f^T(A+C)^{-1}f$, which has no reason to be one. The ratio $E_{\rm quad}/\Delta$ does tend to one, because the neglected terms are of third order. The numerical check tests this with an orbital moved nine tenths of the way from PBE to HF: rSE then recovers 81.7 % of the lowering, and the quadratic estimate 99.96 %. The limiting ratio depends on the direction of approach: it is a weighted mean of the eigenvalues of $A^{-1}(A+C)$ at the HF orbital, which for helium run from 0.775 to just below one. Near the HF orbital rSE therefore falls short in every direction, but by an amount that is not fixed. The shortfall of rSE is thus the missing field response, not a sign that the PBE orbital is a poor start.

For this atom and this functional, renormalization does not bring the sum closer to self-consistent HF; the error changes sign and grows in magnitude from 6.2 to 7.5 meV. Along $d$ the PBE gap lies 0.166 Ha below the true curvature, while the Fock gap lies 0.320 Ha above it. That the PBE gap is the nearer one is a property of this example; nothing in the derivation of SE guarantees it. What renormalization does provide is independence from the PBE gaps: for given orbitals, $E_{\rm rSE}$ stays finite as long as $A$ is positive definite, even where a vanishing PBE gap would make SE diverge.

## Table of computed values

```
number of s Gaussians: 20
smallest exponent: 0.030 bohr^-2
ratio of exponents: 2.0
largest change with other basis and grid: 3.6e-07 Ha
virial ratio -V/T of SCF HF: 2.000000
PBE total energy: -2.892934 Ha
PBE occupied orbital energy: -0.57929 Ha
F_00 with the PBE orbital: -0.92339 Ha
HF functional with the PBE orbital, radial quadrature:
  kinetic energy: 2.855946 Ha
  nuclear attraction: -6.729455 Ha
  Hartree energy: 2.026737 Ha
  exchange energy: -1.013368 Ha
  sum: -2.860141 Ha
HF functional from Gaussian integrals: -2.860141 Ha
self-consistent HF energy: -2.861680 Ha
true lowering SCF - functional: -0.001539 Ha
largest PBE occupied-virtual element: 3.2e-09 Ha
SE: -0.001765 Ha
SE from two-electron matrix: -0.001765 Ha
rSE: -0.001262 Ha
frozen-Fock eigenvalue lowering: -0.001261 Ha
quadratic estimate with C: -0.001534 Ha
series radius about PBE gaps: 0.655
first two terms of the series: -0.000986 Ha
HF functional + SE: -2.861906 Ha
HF functional + rSE: -2.861402 Ha
deviation from SCF, no correction: +0.001539 Ha = +41.87 meV
deviation from SCF, SE: -0.000226 Ha = -6.16 meV
deviation from SCF, rSE: +0.000277 Ha = +7.54 meV
deviation from SCF, quadratic: +0.000005 Ha = +0.14 meV
SE / true lowering: 1.1472
norm of the rSE amplitude: 0.01847
gaps along the rSE orbital change:
  PBE gap: 1.3636 Ha
  Fock gap A: 1.8493 Ha
  full A + C: 1.5296 Ha
  exchange part 3(0a|0b): 0.1069 Ha
  Coulomb part -(00|ab): -0.4267 Ha
slope, formula and difference: -0.136615, -0.136615 Ha
curvature, formula and difference: 6.1182, 6.1182 Ha
PBE share 1.0: rSE/true 0.8199, quadratic/true 0.9967
PBE share 0.1: rSE/true 0.8166, quadratic/true 0.9996
```
